# Mott thermopower of an atomic filament from its Landauer transmission

## Definitions and conventions

A filament of atomic width joins a hot reservoir (h) to a cold one (c). The carriers are electrons of charge $-e$, with $e>0$. The reservoirs have temperatures $T\pm\Delta T/2$ and electrochemical potentials $\mu\pm\Delta\mu/2$, the upper signs belonging to the hot side. An ideal voltmeter reads $\Delta V=V_h-V_c$, where

$$\Delta\mu=-e\,\Delta V. \tag{1}$$

The thermopower $S$ is defined at zero current by $\Delta V=-S\,\Delta T$. With (1),

$$S=-\left.\frac{\Delta V}{\Delta T}\right|_{I=0}=\left.\frac{\Delta\mu}{e\,\Delta T}\right|_{I=0}. \tag{2}$$

The contribution of the voltmeter's own leads is not included. The formulas below hold in Gaussian units, with $S$ in statV/K if $e$ is in statcoulomb; practical units are used for the numbers.

The electrons are independent and cross the filament elastically and coherently. Each orbital mode carries two spins. The total transmission $\tau(E)$ is the sum of the transmission probabilities over all incoming and outgoing modes at energy $E$. It can exceed one.

## The current and its linear response

In one mode of a lead, the states moving towards the filament have density $2\,dk/2\pi$ per unit length, the 2 being for spin. With velocity $v=\hbar^{-1}dE/dk$ and $h=2\pi\hbar$, this is $2\,dE/(hv)$. The arriving flow is density times velocity times occupation, $(2/h)f\,dE$, so $v$ cancels.

The total transmission is the same from either side. If $r,t$ are the reflection and transmission matrices for waves from the hot side and $t'$ is the transmission matrix from the cold side, unitarity of the scattering matrix gives $r^\dagger r+t^\dagger t=1$ and $rr^\dagger+t't'^\dagger=1$. Since $r^\dagger r$ and $rr^\dagger$ have equal traces, so have $t^\dagger t$ and $t't'^\dagger$. The net electron flow from hot to cold is therefore

$$J=\frac2h\int\tau(E)\,[f_h(E)-f_c(E)]\,dE. \tag{3}$$

Let $f=1/(e^x+1)$ with $x=(E-\mu)/kT$, and let $f'=\partial f/\partial E$. Differentiating $x$ with respect to $\mu$ and $T$ gives

$$\frac{\partial f}{\partial\mu}=-f',\qquad \frac{\partial f}{\partial T}=\frac{E-\mu}{T}\,(-f').$$

To first order in the differences, (3) becomes

$$J=L_0\,\Delta\mu+L_1\frac{\Delta T}{T},\qquad L_n=\frac2h\int(E-\mu)^n\,\tau(E)\,(-f')\,dE. \tag{4}$$

The voltage and the heating may also deform the filament's potential and change $\tau$ by some $\delta\tau$ of first order. In (3) this change multiplies $f_h-f_c$, which is itself of first order, so it enters $J$ at second order. Linear response therefore needs $\tau$ in the equilibrium potential, and energy derivatives are taken with that potential fixed.

Setting $J=0$ in (4) gives $\Delta\mu=-L_1\Delta T/(TL_0)$, and (2) yields

$$S=-\frac{1}{eT}\frac{L_1}{L_0}. \tag{5}$$

The ratio $L_1/L_0$ is the mean energy, measured from $\mu$, of the electrons that carry the conductance. If transmission rises with energy, this mean is positive. Hot electrons then cross more easily, the hot side is left positive, and $S<0$.

At $\Delta T=0$ the charge current is $I=-eJ=e^2L_0\Delta V$. The conductance is thus $G=e^2L_0$, which tends to $G_0\tau(\mu)$ at low temperature, with $G_0=2e^2/h$.

## Thermal moments and the Mott formula

In the variable $x$ the thermal weight is $w(x)=-df/dx=1/[4\cosh^2(x/2)]$. All its moments follow from one integral. Take $u=f$ as variable, so that $w\,dx=-du$ and $e^x=(1-u)/u$. For $|s|<1$,

$$M(s)=\int_{-\infty}^{\infty}e^{sx}w\,dx=\int_0^1(1-u)^su^{-s}du=\Gamma(1+s)\Gamma(1-s)=\frac{\pi s}{\sin\pi s}. \tag{6}$$

The series $M=1+\pi^2s^2/6+7\pi^4s^4/360+\dots$ has coefficients $\langle x^n\rangle/n!$. Hence

$$\langle x^2\rangle=\frac{\pi^2}{3},\qquad\langle x^4\rangle=\frac{7\pi^4}{15}, \tag{7}$$

and the odd moments vanish.

Now expand $\tau(\mu+kTx)$ in powers of $kTx$. In $L_0$ the even terms survive. In $L_1$ the extra factor $kTx$ selects the odd ones:

$$L_0=\frac2h\left[\tau+\frac{\pi^2}{6}(kT)^2\tau''+\dots\right],$$

$$L_1=\frac2h\,\frac{\pi^2}{3}(kT)^2\left[\tau'+\frac{7\pi^2}{30}(kT)^2\tau'''+\dots\right].$$

The second coefficient in $L_1$ is $\langle x^4\rangle/6=7\pi^4/90$ divided by $\pi^2/3$. All derivatives are taken at $\mu$. Inserting both series in (5) and expanding the denominator gives

$$S=-\frac{\pi^2k^2T}{3e}\left\{\frac{\tau'}{\tau}+\pi^2(kT)^2\left[\frac{7\tau'''}{30\,\tau}-\frac{\tau'\tau''}{6\,\tau^2}\right]+\dots\right\}. \tag{8}$$

The first term is the Mott thermopower,

$$\boxed{S_M=-\frac{\pi^2k^2T}{3e}\left.\frac{d\ln\tau}{dE}\right|_{E=\mu}} \tag{9}$$

It requires $\tau(\mu)\neq0$ and a transmission that varies smoothly over several $kT$.

A transmission node shows how (9) fails. Let $\tau=C(E-E_0)^2$ near the node and put $\delta=\mu-E_0$. The moments (7) give $L_0\propto\delta^2+\pi^2(kT)^2/3$ and $L_1\propto2\delta\,\pi^2(kT)^2/3$, so

$$S=-\frac{2\pi^2k^2T}{3e}\,\frac{\delta}{\delta^2+\pi^2k^2T^2/3}. \tag{10}$$

For $|\delta|\gg kT$ this is the Mott result, since $d\ln\tau/dE=2/\delta$. At the node (9) diverges, whereas (10) vanishes. The largest magnitude, reached at $|\delta|=\pi kT/\sqrt3$, is $\pi k/(\sqrt3e)$, independent of $T$.

## Transmission of a filament neck

Near its narrowest point let the potential be a saddle,

$$U=U_0-\tfrac12m\omega^2x^2+\tfrac12m\omega_t^2(y^2+z^2).$$

It is separable, so the transverse modes do not mix. Their thresholds are $E_n=U_0+n\hbar\omega_t$ with $n=1,2,\dots$, and the $n$th level is $n$-fold degenerate. If the longitudinal barrier falls by $\Phi$ at distance $a$ from its top, $\Phi=\frac12m\omega^2a^2$ and

$$\omega=\frac1a\sqrt{\frac{2\Phi}{m}}. \tag{11}$$

With $\xi=x\sqrt{m\omega/\hbar}$ and $\varepsilon=(E-E_n)/\hbar\omega$, the longitudinal equation is

$$\frac{d^2\psi}{d\xi^2}+(\xi^2+2\varepsilon)\psi=0. \tag{12}$$

Try $\psi=\xi^pe^{i\xi^2/2}$ at large $|\xi|$. Its second derivative is $[-\xi^2+i(2p+1)+O(\xi^{-2})]\psi$, so (12) requires $i(2p+1)=-2\varepsilon$, or $p=i\varepsilon-\frac12$. The two asymptotic waves are

$$u_\pm=\xi^{\pm i\varepsilon-1/2}e^{\pm i\xi^2/2}. \tag{13}$$

The local wave number of $u_+$ is $\xi$, so $u_+$ moves away from the barrier on both sides, and $u_-$ moves towards it. For a wave arriving from the left, $\psi=t\,u_+$ on the right.

To reach the left side, follow $\xi=\rho e^{i\theta}$ along a large arc from $\theta=0$ to $\pi$. The solution has no singularity at finite $\xi$. On the arc $|e^{i\xi^2/2}|=e^{-\rho^2\sin2\theta/2}$. Where one of the two waves is exponentially larger, its coefficient stays fixed, while the coefficient of the smaller wave may change in proportion to the larger one. In the first quadrant $u_-$ is the larger, but its coefficient is zero, so nothing changes. In the second quadrant $u_+$ is the larger and keeps its coefficient $t$; there the incoming wave $u_-$ appears. At $\theta=\pi$,

$$t\,\xi^{i\varepsilon-1/2}=t\,e^{i\pi(i\varepsilon-1/2)}\rho^{i\varepsilon-1/2}=-i\,t\,e^{-\pi\varepsilon}\rho^{i\varepsilon-1/2}.$$

This is the reflected wave, so $|r|^2=|t|^2e^{-2\pi\varepsilon}$ for an incoming wave of unit amplitude. The waves (13) carry equal flux per unit squared amplitude, so $|r|^2+|t|^2=1$, and

$$\tau_n(E)=\frac{1}{1+e^{-\alpha(E-E_n)}},\qquad\alpha=\frac{2\pi}{\hbar\omega}=\frac{2\pi a}{\hbar}\sqrt{\frac{m}{2\Phi}}. \tag{14}$$

## Thermopower below the first step, on a plateau and on the next step

Differentiating (14) gives $\tau_n'=\alpha\tau_n(1-\tau_n)$. When the lowest mode alone matters, (9) becomes

$$S_M=-\frac{2\pi^3k^2T}{3e\hbar\omega}(1-\tau). \tag{15}$$

At fixed $\omega$ and $T$, the magnitude is largest deep in the tunnelling regime and falls to zero as the mode opens.

Two further derivatives are $\tau''=\alpha^2\tau(1-\tau)(1-2\tau)$ and $\tau'''=\alpha^3\tau(1-\tau)(1-6\tau+6\tau^2)$. With them (8) reads

$$\frac{S}{S_M}=1+\frac{\pi^2(\alpha kT)^2}{30}\left(2-27\tau+32\tau^2\right)+\dots \tag{16}$$

The small parameter is $\alpha kT=2\pi kT/\hbar\omega$, so a longer or lower-curvature barrier restricts the formula to lower temperatures.

Deep in tunnelling $\tau\propto e^{\alpha E}$, and the thermal integrals can be done without expansion. With $s=\alpha kT<1$, (6) gives $L_1/L_0=kT\,d\ln M/ds$, hence

$$S=-\frac ke\left(\frac1s-\pi\cot\pi s\right)=-\frac ke\left(\frac{\pi^2s}{3}+\frac{\pi^4s^3}{45}+\dots\right). \tag{17}$$

The ratio of the two terms, $\pi^2s^2/15$, agrees with (16) at $\tau\to0$. The divergence at $s\to1$ belongs to the pure exponential: there the integral is dominated by energies where the real transmission has already saturated. Besides $\tau(\mu)\ll1$, (17) therefore needs $(1-s)(E_1-\mu)\gg kT$. At $s=0.7$ and $\alpha(E_1-\mu)=8$, where $\tau\approx3\times10^{-4}$, the transmission (14) gives $-3.2\,k/e$ against $-3.7\,k/e$ from (17).

With several modes, $\tau$ and $\tau'$ are summed before division. Midway between the first two thresholds, a distance $\hbar\omega_t/2$ from each, the closed fraction of the first mode and the open fraction of each of the two second modes are nearly $e^{-\alpha\hbar\omega_t/2}$. Thus $\tau\simeq1$ and $\tau'/\tau\simeq3\alpha e^{-\alpha\hbar\omega_t/2}$, which is small on a well-formed plateau. At the second threshold, $\tau\simeq1+2\cdot\frac12=2$ and $\tau'\simeq2\alpha/4$, so $\tau'/\tau\simeq\alpha/4$. At the first threshold it is $\alpha/2$.

## A worked filament

Take $\Phi=1$ eV at $a=1$ nm, the free-electron mass, $\hbar\omega_t=1$ eV, and a Fermi level 0.05 eV below the first threshold. With $\hbar^2/m=0.0762$ eV nm²,

$$\hbar\omega=\frac{\sqrt{2(1)(0.0762)}}{1}=0.390\ \text{eV},\qquad\alpha=\frac{2\pi}{0.390}=16.1\ \text{eV}^{-1}.$$

Equation (14) gives $\tau=1/(1+e^{16.1\times0.05})=0.309$. The higher modes contribute a fraction $3\times10^{-7}$ of this. As a check on the continuation argument, numerical integration of the wave equation from an outgoing wave on the right gives 0.30902, against 0.30901 from (14). With $G_0=77.5$ µS, the conductance is 23.9 µS and the resistance 41.8 kΩ.

At 20 K, $kT=1.7235$ meV and $(\pi^2/3)(k/e)=283.5$ µV/K. The logarithmic slope is $\alpha(1-\tau)=11.12$ eV$^{-1}$, so

$$S_M=-283.5\times(1.7235\times10^{-3})\times11.12=-5.43\ \mu\text{V/K}=-1.81\times10^{-8}\ \text{statV/K}.$$

The table compares this formula with (16) and with numerical quadrature of (5), at fixed Fermi level and barrier.

| $T$ (K) | Mott (µV/K) | with (16) | full (5) |
|---|---|---|---|
| 4 | −1.09 | −1.09 | −1.09 |
| 20 | −5.43 | −5.43 | −5.43 |
| 77 | −20.9 | −20.7 | −20.7 |
| 300 | −81.5 | −66.2 | −69.5 |

The full magnitude is 5 % below the Mott value at 161 K and 15 % below it at 300 K. At 300 K the first correction overshoots, because $\alpha kT$ is then about 0.4. The next term brings the sum to −69.9 µV/K, but the series is only asymptotic: at this temperature further terms move away from the full value again.

For a finite difference of 10 K about 20 K, solving $J=0$ in (3) numerically gives $\Delta V=54.29$ µV; the linear Mott estimate is 54.34 µV. If the threshold is also made to move by $0.3\Delta\mu+2k\Delta T$, the ratio $\Delta\mu/\Delta T$ changes by $1.7\times10^{-5}$ of itself at $\Delta T=0.02$ K and by $1.7\times10^{-3}$ at 2 K. The change is proportional to $\Delta T$ and disappears from the linear coefficient.

Moving the Fermi level to the middle of the first plateau, still at 20 K, reduces $S$ to −0.008 µV/K. At the second threshold it is −1.96 µV/K.

## What the model leaves out

The following estimates are for 20 K and change one feature at a time.

**Barrier shape.** Replace the parabola by $V_0[\cosh^{-2}(x/b)-1]$, with $V_0=5.05$ eV, so that the Fermi energy in the leads is 5 eV. Equal curvature at the top requires $b=a\sqrt{V_0/\Phi}=2.25$ nm. Numerical integration gives $\tau=0.315$ and $S=-5.41$ µV/K, so $\tau$ changes by 2 % and $S$ by less than 1 %.

**Effective mass.** At fixed conductance and barrier shape, (14) and (15) make $S$ proportional to $\sqrt m$. Half the free mass gives −3.84 µV/K, which is 29 % smaller in magnitude.

**A nearby defect.** Let a defect of reflection probability $R=0.05$ lie $L=3$ nm from the neck. Only the lowest mode matters here, and $\tau$ is its transmission. Waves bouncing between the two gain a factor $z=\sqrt{(1-\tau)R}\,e^{i\varphi}$ per round trip. Summing the geometric series of amplitudes gives

$$\tau_{\rm tot}=\frac{\tau(1-R)}{|1-z|^2}. \tag{18}$$

In the phase $\varphi$, keep only the energy dependence due to the path, $\varphi'=2L/\hbar v=6.87$ eV$^{-1}$ for free electrons at 5 eV; that of the reflection phases is neglected. To first order in $|z|$, $\ln\tau_{\rm tot}$ contains $2|z|\cos\varphi$, and $|z|'=-\alpha\tau|z|/2$, so

$$\frac{d\ln\tau_{\rm tot}}{dE}\simeq\alpha(1-\tau)-|z|\,(2\varphi'\sin\varphi+\alpha\tau\cos\varphi). \tag{19}$$

Evaluating (18) over all phases gives $S$ between −3.97 and −6.72 µV/K, and transmissions between 0.21 and 0.44. This range of $S$ is too narrow, because electrons are slow near the barrier top and the neglected reflection phase of the neck varies faster with energy than the path term. Solving the wave equation for the smooth barrier above, with a point defect of the same $R$ (taken at the local wave number) placed at varying positions near 3 nm, gives $S$ between roughly −2 and −9 µV/K, with nearly the same range of transmissions. As the mode opens, the smooth term in (19) falls as $1-\tau$ but the interference term falls as $\sqrt{1-\tau}$. Near a plateau the defect can therefore dominate and set the sign of $S$.

**The leads.** For free electrons with constant mean free path $\ell$, the conductivity at energy $E$ scales as density of states times $v^2$ times $\ell/v$, hence as $E$. It replaces $\tau$ in (9), since the same thermal weights apply. With $d\ln\sigma/dE=1/(5\ \text{eV})$ the lead thermopower is −0.10 µV/K, about 2 % of the filament's. This is the diffusion term of a free-electron metal only; in real electrodes at some tens of kelvin, phonon drag and band structure can give a thermopower of order 1 µV/K or more, which is then not negligible.

**Charging.** An extra electron spread over $d=1$ nm in a medium of dielectric constant $\kappa=25$ has an energy of order $e^2/\kappa d=0.058$ eV. Raising the threshold by this amount at fixed Fermi level lowers $\tau$ to 0.150 and changes $S$ to −6.68 µV/K. This is a mean-field scale. Correlations near the first step, inelastic scattering and phonon drag are not estimated.

These parameters are meant for the rough regime of an oxygen-vacancy filament in a hafnium-oxide resistive memory: a constriction one or two nanometres long, a potential that falls by about 1 eV over 1 nm from a top lying just above the Fermi level, and a conductance below $G_0$. The free-electron mass is probably on the high side for such an oxide; at the same conductance and barrier shape, a lighter mass gives a smaller $|S|$. The assumption most plainly broken in a real filament is that of a single smooth neck, because the surrounding oxide is disordered; the one weak defect above can already change $S$ by more than half. Memories also work near or above room temperature, where (5) should replace (9). The value −5.4 µV/K is thus a model estimate for a cold filament, with an uncertainty of at least some tens of per cent when applied to a device.

All numerical values are calculated from the stated model.
